# Marcus Reorganisation Energy of a Spherical Ion near a Metal Electrode

To compute the rate of electron transfer between an electrode and a dissolved ion, one must decide whether a reorganisation energy obtained in bulk solvent may be used as it stands. It may not when the ion is close to the metal: the image charge lowers the energy, and for an ion one solvent layer away the change can be about a quarter of the bulk value. The same result decides whether the metal in a simulation cell must be allowed to polarise.

## Model and definition

The solvent fills the half-space $z>0$ and the metal the half-space $z<0$. The ion is a sphere of radius $a$ centred at $z=d$, with $d\ge a$. Its charge is spread evenly over its surface and changes from $q_A$ to $q_B=q_A+\Delta q$. Atomic units are used in the algebra.

The solvent responds linearly and locally. Its electrons follow a change of charge at once, with optical permittivity $\epsilon_{op}$. Its nuclei follow slowly, and when they have done so the permittivity is the static one, $\epsilon_s$. The metal is perfect, is held at fixed potential, and follows every charge at once. At first the solvent permittivity is also assigned to the interior of the sphere; this is relaxed later. Changes of bond length within the ion are left out, which is what "outer-sphere" means here.

The reorganisation energy $\lambda$ is the free energy released when the ion's charge has jumped from $q_A$ to $q_B$ at frozen nuclear polarisation and that polarisation then relaxes.

## Reduction to two charging works

Let the vector $f$ collect the fast variables (solvent electrons and metal charge) and $s$ the slow ones. The most general quadratic free energy, apart from a constant, is

$$
\begin{aligned}
E={}&\tfrac12 f\!\cdot\!Af+f\!\cdot\!Cs+\tfrac12 s\!\cdot\!Bs-q(g_f\!\cdot\!f+g_s\!\cdot\!s)\\
&+\tfrac12vq^2-b_f\!\cdot\!f-b_s\!\cdot\!s-uq .
\end{aligned}\tag{1}
$$

The terms in $b_f$, $b_s$ and $u$ describe the fixed electrode potential and the electron taken from the metal at that potential. Minimising over $f$ gives $Af=qg_f+b_f-Cs$. Inserting this turns all terms containing $f$ into $-\frac12(qg_f+b_f-Cs)\cdot A^{-1}(qg_f+b_f-Cs)$. Collecting powers of $s$ and $q$,

$$
G(q,s)=\tfrac12 s\!\cdot\!Ks-(qg+h)\!\cdot\!s+\tfrac12wq^2-u'q+\text{const},\tag{2}
$$

with $K=B-C^TA^{-1}C$, $g=g_s-C^TA^{-1}g_f$, $h=b_s-C^TA^{-1}b_f$, $w=v-g_f\cdot A^{-1}g_f$ and $u'=u+g_f\cdot A^{-1}b_f$. Stability makes the symmetric matrix $K$ positive.

The minimum over $s$ lies at $s_q=K^{-1}(qg+h)$. Completing the square gives

$$
G(q,s)=G_{\min}(q)+\tfrac12(s-s_q)\!\cdot\!K(s-s_q).\tag{3}
$$

Just after the jump the charge is $q_B$ but $s$ is still $s_A$. Since $s_B-s_A=\Delta q\,K^{-1}g$, in which $h$ has cancelled, the energy released is

$$
\lambda=\tfrac12(s_A-s_B)\!\cdot\!K(s_A-s_B)=\tfrac12\Delta q^2\,g\!\cdot\!K^{-1}g .\tag{4}
$$

The electrode potential therefore shifts the driving force but not $\lambda$, as long as the response stays linear.

Now consider building up the charge $\Delta q$ alone from zero, with the bias terms absent. If the slow variables are clamped at $s=0$, Eq. (2) gives the work $W_{op}=\frac12w\Delta q^2$. If they follow, $s=\Delta q\,K^{-1}g$ and the work is $W_s=\frac12(w-g\cdot K^{-1}g)\Delta q^2$. Subtracting and comparing with Eq. (4),

$$
\lambda=W_{op}(\Delta q)-W_s(\Delta q).\tag{5}
$$

The first work is done in a medium of permittivity $\epsilon_{op}$, the second in one of permittivity $\epsilon_s$. The metal responds in both. What remains is one electrostatic problem, solved for a general $\epsilon$.

## Charging work beside the metal

The metal potential is fixed, so the change of potential caused by $\Delta q$ vanishes at $z=0$. Let $\phi_0(\mathbf r)$ be the vacuum potential of the charged shell without the metal, and let $\bar{\mathbf r}$ be the mirror point of $\mathbf r$ in the plane $z=0$. For $z>0$ the solution is

$$
\phi(\mathbf r)=\frac{1}{\epsilon}\left[\phi_0(\mathbf r)-\phi_0(\bar{\mathbf r})\right].\tag{6}
$$

It vanishes on the plane, where $\bar{\mathbf r}=\mathbf r$. The second term is the potential of a shell of charge $-\Delta q$ centred at $z=-d$; it has no source in the solvent, so the Poisson equation there is satisfied with the true charge alone.

The work requires the mean of $\phi$ over the ion's surface. The first term of Eq. (6) has the constant value $\Delta q/(\epsilon a)$ there. For the second, note that the mean over a sphere of the potential of an outside point charge equals its value at the centre: the mean is the interaction of that charge with a uniform shell of unit charge, which acts on outside points as if concentrated at its centre. Every part of the image shell lies outside the ion, and the image shell in turn acts as a point charge at distance $2d$ from the ion's centre. Hence

$$
\langle\phi\rangle=\frac{\Delta q}{\epsilon}\left(\frac1a-\frac1{2d}\right).\tag{7}
$$

At an intermediate charge $Q$ the mean potential is proportional to $Q$, so $\int_0^{\Delta q}\langle\phi\rangle\,dQ$ yields a factor $\frac12$. The metal's charge moves at zero potential and adds no work. Thus

$$
W_\epsilon=\frac{\Delta q^2}{2\epsilon}\left(\frac1a-\frac1{2d}\right).\tag{8}
$$

The image term is $-\Delta q^2/(4\epsilon d)$: one factor of 2 comes from the distance $2d$ and the other from charging, because the image grows together with the ion's charge. Equations (5) and (8) give

$$
\boxed{\lambda=\frac{\Delta q^2}{2}\left(\frac1{\epsilon_{op}}-\frac1{\epsilon_s}\right)\left(\frac1a-\frac1{2d}\right)}\tag{9}
$$

The reduction below the bulk value is

$$
\lambda_{bulk}-\lambda=\frac{\Delta q^2}{4d}\left(\frac1{\epsilon_{op}}-\frac1{\epsilon_s}\right),\tag{10}
$$

which is inversely proportional to $d$ and independent of $a$. Within the stated model no expansion in $a/d$ has been made. As $d\to\infty$ the bulk value returns; at contact, $d=a$, half of it is left.

The meaning is clearest in terms of the field. With $\mathbf D=\epsilon\mathbf E$ and $\nabla\cdot\mathbf D=4\pi\rho$, integration by parts of $\frac12\int\rho\phi\,d^3r$ gives $W_\epsilon=\frac1{8\pi}\int_{z>0}\mathbf D\cdot\mathbf E\,d^3r$, since $\phi=0$ on the plane. By Eq. (6), $\mathbf D$ does not depend on $\epsilon$, so

$$
\lambda=\frac1{8\pi}\left(\frac1{\epsilon_{op}}-\frac1{\epsilon_s}\right)\int_{z>0}|\mathbf D|^2\,d^3r .\tag{11}
$$

On the line from ion to metal the image strengthens the field. Far away, however, ion and image form a dipole whose field falls as $1/r^3$ instead of $1/r^2$, and no solvent lies behind the plane. The total that the solvent nuclei must respond to is smaller.

## A one-electron couple in water

Take inputs in the regime of the hexaammineruthenium(III/II) couple in water. These are rough typical values: $a=3.5$ Å, $\epsilon_{op}=1.8$, $\epsilon_s=78$ and 298 K. The distance $d=6.5$ Å leaves 3.0 Å, about one water layer, between sphere and metal. With one electron transferred and $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å,

$$
\lambda_{bulk}=\frac{14.3996}{2}\times0.5427\times0.2857=1.12\ \text{eV},
$$

$$
\lambda_{bulk}-\lambda=\frac{14.3996}{2}\times0.5427\times0.0769=0.30\ \text{eV}.
$$

This leaves $\lambda=0.82$ eV, a reduction of 27 percent relative to bulk. Direct integration of Eq. (11) tests the result at five distances from 3.5 to 20 Å. The product of $d$ and the reduction is 1.954 eV Å at each, as Eq. (10) requires. Even at 20 Å the reduction is still about 0.10 eV.

The effect on the rate follows from Eq. (3). Let the two states have equal minimum free energies, with the electron at the Fermi level. Write $y=s-s_A$ and $Y=s_B-s_A$. The two surfaces cross where $y\cdot Ky=(y-Y)\cdot K(y-Y)$, that is, where $y\cdot KY=\frac12Y\cdot KY=\lambda$. The Cauchy–Schwarz inequality for the positive matrix $K$ then gives

$$
\tfrac12y\!\cdot\!Ky\ \ge\ \frac{(y\cdot KY)^2}{2\,Y\cdot KY}=\frac{\lambda^2}{4\lambda}=\frac\lambda4,\tag{12}
$$

with equality at $y=Y/2$. The barrier falls from 0.279 eV with the bulk $\lambda$ to 0.204 eV with the electrode value. At $kT=0.0257$ eV the Boltzmann factor rises by a factor of about 19. This comparison holds the prefactor, the driving force and the ion's position fixed; it is not a prediction of how the whole rate varies with distance.

## The interior of the ion

A real ion does not have the solvent's permittivity inside it. Let the interior have permittivity $\epsilon_{in}$. For $a\ll d$ the image produces a nearly uniform field $F=\Delta q/(4\epsilon d^2)$ at the ion, directed towards the metal for positive $\Delta q$. With $\theta$ measured from that direction, the response to $F$ is

$$
\phi_{in}=-cFr\cos\theta,\qquad \phi_{out}=-Fr\cos\theta+\frac{p\cos\theta}{r^2}.\tag{13}
$$

Set $p=\beta Fa^3$. Continuity of the potential at $r=a$ gives $c=1-\beta$, and continuity of the part of the normal displacement due to $F$ gives $\epsilon_{in}c=\epsilon(1+2\beta)$. Therefore $\beta=(\epsilon_{in}-\epsilon)/(\epsilon_{in}+2\epsilon)$.

The dipole potential has zero mean over the sphere, but its image does not. By the mirror rule of Eq. (6), the image potential at the ion's centre is minus the dipole potential at the mirror point, where $r=2d$ and $\theta=0$. This is $-p/(4d^2)$. Multiplying by $\Delta q/2$ gives the leading correction

$$
\delta W_\epsilon=-\frac{\Delta q\,\beta Fa^3}{8d^2}=\frac{\Delta q^2a^3}{32\,\epsilon d^4}\,\frac{\epsilon-\epsilon_{in}}{2\epsilon+\epsilon_{in}} .\tag{14}
$$

The change of $\lambda$ is $\delta W_{op}-\delta W_s$. For a conducting sphere, $\epsilon_{in}\to\infty$, it is $-(\Delta q^2a^3/32d^4)(1/\epsilon_{op}-1/\epsilon_s)$. The correction falls as $d^{-4}$ and leaves the $1/d$ term untouched.

In the example, a solution with all multipoles up to order 30 gives 0.817 eV for a vacuum interior and 0.809 eV for a conducting sphere, against 0.816 eV from Eq. (9). The interior permittivity matters by less than 1 percent of $\lambda$ here, even though $a/d$ is not small. This fails near contact: for a conducting sphere $\lambda$ is 0.50 of the bulk value at $d=4.0$ Å and 0.33 at $d=3.55$ Å, where Eq. (9) gives 0.56 and 0.51. The contact value of one half belongs to the rigid, evenly charged shell and does not carry over to a highly polarisable ion.

## Surfaces that are not perfect metals

Let $b$ be the distance from the ion's centre to the reflecting surface, now placed at $z=0$. For in-plane wave number $k$, a point charge obeys $\phi_k''-k^2\phi_k=-(4\pi\Delta q/\epsilon)\,\delta(z-b)$. Matching the jump in slope fixes the amplitude of the direct part. Adding a reflected part,

$$
\phi_k=\frac{2\pi\Delta q}{\epsilon k}\left[e^{-k|z-b|}+r(k)\,e^{-k(z+b)}\right].\tag{15}
$$

Let the material behind the surface impose $\epsilon\phi_k'=Y\phi_k$ at $z=0^+$. Then $\epsilon k(1-r)=Y(1+r)$, so

$$
r(k)=\frac{\epsilon k-Y(k)}{\epsilon k+Y(k)} .\tag{16}
$$

Integrating the reflected part over $d^2k/(2\pi)^2=k\,dk/(2\pi)$ at the ion's centre, and multiplying by $\Delta q/2$, gives the image work

$$
W^{im}_\epsilon=\frac{\Delta q^2}{2\epsilon}\int_0^\infty e^{-2kb}\,r(k)\,dk .\tag{17}
$$

The mean-value argument makes this valid for the shell as well. A perfect metal has $Y\to\infty$ and $r=-1$, which recovers $-\Delta q^2/(4\epsilon b)$.

**A metal with field penetration.** If the potential in the metal obeys $\phi_k''=(k^2+1/\ell^2)\phi_k$, with screening length $\ell$ and background permittivity 1, the solution that decays into the metal has $Y=\sqrt{k^2+1/\ell^2}$. For $\ell=0.5$ Å, a rough typical value, the optical image work weakens from $-0.308$ to $-0.270$ eV. The static one changes sign, from $-0.007$ to $+0.002$ eV. The reason is in Eq. (16): $r$ is positive once $\epsilon k>Y$, which for $\epsilon_s=78$ happens above $k\approx0.026$ Å$^{-1}$, while the integral extends to about $1/(2d)=0.077$ Å$^{-1}$. To the static solvent this metal looks like the weaker screener. The factor $1/\epsilon_s$ keeps the consequence small, and $\lambda$ rises by 0.03 eV in all. These numbers depend on the background permittivity of 1. Bound electrons in a real metal raise it, and with a value of 3 at the same $\ell$ the static work stays negative and $\lambda$ rises by less than 0.01 eV. At a fixed density of states of the conduction electrons, however, $\ell$ grows as the square root of the background permittivity, here to 0.87 Å; the static work is then close to zero and $\lambda$ rises by about 0.015 eV. The model also keeps the metal's electrons behind $z=0$. In a real metal they spill out, which acts the other way, as the last section shows.

**A wall with frozen charges.** If the metal atoms in a model carry fixed charges and cannot polarise, the region behind the surface responds as vacuum. Then $Y=k$ and $r=(\epsilon-1)/(\epsilon+1)$ is positive. With $b=d$, Eq. (17) changes $\lambda$ relative to bulk by

$$
\frac{\Delta q^2}{4d}\left[\frac{\epsilon_{op}-1}{\epsilon_{op}(\epsilon_{op}+1)}-\frac{\epsilon_s-1}{\epsilon_s(\epsilon_s+1)}\right].\tag{18}
$$

For the example this is $(14.3996/26)(0.159-0.012)=+0.08$ eV, where the perfect metal gives $-0.30$ eV. This holds for a thick wall; with solvent also behind a slab of 10 Å the change is $+0.05$ eV. In a solvent whose electrons respond, as here, such a wall gets the sign of the electrode effect wrong. If the model leaves out the response of the solvent's electrons as well, so that $\epsilon_{op}=1$, the first term of Eq. (18) vanishes and the electrode effect is almost entirely lost. Conversely, if $\lambda$ has been obtained with a metal that polarises freely in the cell, an image term is already included and must not be subtracted again. Its size is that of the model, not of the real interface. With $\epsilon_{op}=1$, Eq. (10) gives 0.55 eV for the example instead of 0.30 eV. Periodic copies of the ion work the other way. By Eq. (6), each copy at lateral distance $R$ adds $\frac{\Delta q^2}{2}\left(\frac1{\epsilon_{op}}-\frac1{\epsilon_s}\right)\left(\frac1R-\frac1{\sqrt{R^2+4d^2}}\right)$ to $\lambda$ per ion beside a single perfect metal. With $\epsilon_{op}=1$ and a square cell of side 20 Å, the four nearest copies add 0.23 eV and all copies together nearly 0.6 eV, slightly more than the image term takes away. A value from a small cell must therefore also be corrected for the cell's size.

**A stiff water layer on the metal.** Suppose water within $h=3.0$ Å of a perfect metal has static permittivity $\epsilon_1=6$, with its optical value unchanged. In the layer $\phi_k\propto\sinh k(z+h)$, so $Y=\epsilon_1k\coth kh$, and $b=d-h$. The static image work becomes $+0.006$ eV instead of $-0.007$ eV, and $\lambda$ falls by 0.013 eV.

## How far the number can be trusted

For a real ruthenium complex in water, the assumption most in doubt among those sized here is a uniform static permittivity right up to the ion. The ion's own charge orients the nearest water molecules and makes them less able to respond further. To size this, give a shell from $a$ to $a+h$ around an ion in bulk the same stiff permittivity $\epsilon_1$. The field energy between $r$ and $r+dr$ is $\Delta q^2dr/(2\epsilon r^2)$, so $W_s$ rises and $\lambda$ changes by

$$
-\frac{\Delta q^2}{2}\left(\frac1{\epsilon_1}-\frac1{\epsilon_s}\right)\left(\frac1a-\frac1{a+h}\right)=-0.15\ \text{eV}.\tag{19}
$$

That is 18 percent of the electrode value of 0.82 eV. The values $\epsilon_1=6$ and $h=3.0$ Å are assumed, so this is an estimate of scale and not a correction to be applied. The radius is also a model parameter: raising $a$ by 0.1 Å at fixed $d$ lowers $\lambda$ by 0.03 eV. In the same way $d$ must be measured from the effective reflecting plane, which need not be the plane of the outermost nuclei. With the field penetration assumed above, for instance, the optical image work is that of a perfect metal whose surface lies deeper by about $\epsilon_{op}\ell=0.9$ Å. Because the static work changes too, the plane that reproduces $\lambda$ in the example lies deeper by only 0.7 Å. The spill of electrons out of a real metal moves the plane towards the ion instead. For a metal modelled as electrons in a uniform positive background (jellium), with one electron per sphere of radius 2 to 3 bohr, a density-functional calculation in vacuum places the plane about 0.8 Å (for 2 bohr) to 0.7 Å (for 3 bohr) outside the edge of the background; in the local-density approximation for a finite slab these values move by up to 0.03 Å with the slab's thickness. If $d$ had been measured from that edge, a shift of this size would lower $\lambda$ by about 0.04 eV. Even the sign of this correction therefore depends on how the metal surface is described.

Dissolved salt adds a further slow response. In linear response the static charging work is a field energy plus a positive cost of displacing the salt ions, so it cannot fall below zero. By Eq. (5), salt beside a perfect metal can therefore raise $\lambda$ by no more than the salt-free $W_s$, which is 0.02 eV here.

For this example the image reduction of 0.30 eV is larger than each of the changes sized in this section, so a bulk $\lambda$ should not be carried over to the electrode unchanged. The total of 0.82 eV is less certain than its digits suggest, by one or two tenths of an eV if the first water shell is as stiff as assumed. Bond changes within the complex would have to be added separately. Most of the individual contributions are listed in the numerical output.

## Table of computed values

```
e^2/(4 pi eps0)                     14.3996 eV angstrom
ion radius a                        3.5 angstrom
ion-electrode distance d            6.5 angstrom
optical permittivity                1.8 (no unit)
static permittivity                 78 (no unit)
temperature                         298 K
1/eps_op - 1/eps_s                  0.5427 (no unit)
1/a                                 0.2857 1/angstrom
1/(2d)                              0.0769 1/angstrom
charging work, optical W_op         0.8351 eV
charging work, static W_s           0.0193 eV
lambda in bulk solvent              1.1165 eV
image reduction of lambda           0.3006 eV
lambda at the electrode             0.8159 eV
reduction as share of bulk          26.9 percent
Distance law: d, lambda from field integral, lambda from formula,
  and d times (bulk - field integral)
    3.5 angstrom  0.5582 eV  0.5582 eV  1.9538 eV angstrom
    5.0 angstrom  0.7257 eV  0.7257 eV  1.9538 eV angstrom
    6.5 angstrom  0.8159 eV  0.8159 eV  1.9538 eV angstrom
   10.0 angstrom  0.9211 eV  0.9211 eV  1.9538 eV angstrom
   20.0 angstrom  1.0188 eV  1.0188 eV  1.9538 eV angstrom
field integral shift, 40 to 80 pts  4.3e-16 eV
barrier/lambda in general system    0.25000 (no unit)
thermal energy kT                   0.0257 eV
barrier lambda/4, bulk value        0.2791 eV
barrier lambda/4, at electrode      0.2040 eV
Boltzmann factor gained             18.7 (no unit)
Effects left out of the formula:
lambda, vacuum inside sphere        0.8169 eV
lambda, conducting sphere           0.8092 eV
multipole shift, order 15 to 30     0.0e+00 eV
metal screening length              0.5 angstrom
optical image work, perfect metal   -0.3077 eV
optical image work, screened metal  -0.2701 eV
static image work, perfect metal    -0.0071 eV
static image work, screened metal   0.0016 eV
lambda, screened metal              0.8447 eV
change of lambda, screened metal    +0.0288 eV
stiff water: static permittivity    6 (no unit)
stiff water: thickness              3.0 angstrom
static image work, layer on metal   0.0055 eV
change of lambda, layer on metal    -0.0126 eV
change of lambda, shell round ion   -0.1461 eV
change of lambda, a + 0.1 angstrom  -0.0310 eV
upper bound on rise from salt (W_s) +0.0193 eV
```
